# Hall Effect and Absent Magnetoresistance in a Single Ellipsoidal Valley: a numerical check

```python
"""
Result under test: one parabolic ellipsoidal valley with constant tau obeys
    E = rho0 j + (j x B)/(n e),   rho0 = M/(n e^2 tau),
so its Hall coefficient is -1/(n e) and its resistivity at imposed current
has no magnetoresistance, for every direction of B.
Symbols: M mass tensor, n electron density, e > 0 elementary charge,
tau relaxation time, j current density, E electric field, B magnetic field.
The transport data come from backward orbits and a k-space integral:
    sigma = e^2 Int d3k/(4 pi^3) (-df0/deps) v (path vector)^T,
    path vector = Int_{-inf}^0 v(t) exp(t/tau) dt.
SI units are used unless a label says otherwise.
"""
import numpy as np
from scipy.constants import e, hbar, k as k_boltzmann, m_e
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import expit
from scipy.spatial.transform import Rotation

principal_masses = np.array([0.1, 0.2, 1.0])
angles = [30.0, 40.0]
axes = Rotation.from_euler("zx", angles, degrees=True).as_matrix()
mass_rel = axes @ np.diag(principal_masses) @ axes.T
mass = m_e * mass_rel
inverse_mass_rel = np.linalg.inv(mass_rel)
tau = 1e-12
temperature = 300.0
thermal_energy = k_boltzmann * temperature
target_density = 1e25
field_strength = 4.0
current_density = 1e6


def cross_matrix(a):
    """Matrix that maps x to a cross x."""
    return np.array([[0, -a[2], a[1]], [a[2], 0, -a[0]], [-a[1], a[0], 0]])


def close(a, b, tolerance=1e-6):
    """Compare arrays relative to the largest element of b."""
    return np.max(np.abs(a - b)) < tolerance * np.max(np.abs(b))


# Uniform k-space grid aligned with the ellipsoid; momenta are in lab axes.
spacing = 0.25
line = spacing * np.arange(-28, 29)
q = np.stack(np.meshgrid(line, line, line, indexing="ij"), -1).reshape(-1, 3)
stretch = axes @ np.diag(np.sqrt(2 * principal_masses * m_e * thermal_energy))
momentum = q @ stretch.T
velocity = momentum @ inverse_mass_rel / m_e
reduced_energy = 0.5 * np.sum(momentum * velocity, axis=1) / thermal_energy
cell = spacing**3 * abs(np.linalg.det(stretch)) / hbar**3 / (4 * np.pi**3)


def density_at(eta):
    return cell * np.sum(expit(eta - reduced_energy))


eta = brentq(lambda x: density_at(x) / target_density - 1, -10, 10, xtol=1e-13)
density = density_at(eta)
occupation = expit(eta - reduced_energy)
weight = cell * occupation * (1 - occupation) / thermal_energy


def backward_orbit(B, duration):
    """Follow three unit momenta back in time; duration is in units of tau.
    Returns final momenta and the exponentially weighted velocity integral."""
    scale = e * tau / m_e

    def rhs(s, y):
        p = y[:9].reshape(3, 3)
        v = inverse_mass_rel @ p
        dp = scale * np.cross(v.T, B).T
        return np.concatenate([dp.ravel(), (np.exp(-s) * v).ravel()])

    start = np.concatenate([np.eye(3).ravel(), np.zeros(9)])
    run = solve_ivp(rhs, (0, duration), start, method="DOP853",
                    rtol=1e-10, atol=1e-12)
    assert run.success
    return run.y[:9, -1].reshape(3, 3), run.y[9:, -1].reshape(3, 3)


def sigma_from_orbits(B):
    path_map = backward_orbit(B, 40.0)[1]
    path = tau * (momentum / m_e) @ path_map.T
    return e**2 * (velocity * weight[:, None]).T @ path


def sigma_closed(n, M, B):
    """Closed conductivity formula obtained by inverting the derived law."""
    r = M / (n * e**2 * tau)
    adjugate = np.linalg.det(r) * np.linalg.inv(r)
    top = adjugate + np.outer(B, B) / (n * e)**2 + cross_matrix(r @ B) / (n * e)
    return top / (np.linalg.det(r) + B @ r @ B / (n * e)**2)


def cyclotron_frequency(B):
    return e * np.sqrt(B @ mass @ B / np.linalg.det(mass))


x_axis, z_axis = np.eye(3)[0], np.eye(3)[2]
field_directions = {"z": z_axis, "x": x_axis,
                    "(1,2,2)/3": np.array([1.0, 2.0, 2.0]) / 3}
current_directions = [x_axis, np.array([2.0, -1.0, 2.0]) / 3]
expected_hall = -1 / (density * e)

# Zero field: anisotropic resistivity proportional to the mass tensor.
sigma_zero = sigma_from_orbits(np.zeros(3))
rho_zero = np.linalg.inv(sigma_zero)
assert close(rho_zero, mass / (density * e**2 * tau))
assert np.ptp(np.linalg.eigvalsh(rho_zero)) > 0.1 * np.max(rho_zero)

hall_results = []
largest_change = 0.0
omega_tau = {}
saved = {}
for name, direction in field_directions.items():
    B = field_strength * direction
    sigma_plus, sigma_minus = sigma_from_orbits(B), sigma_from_orbits(-B)
    rho_plus, rho_minus = np.linalg.inv(sigma_plus), np.linalg.inv(sigma_minus)
    saved[name] = (sigma_plus, rho_plus, rho_minus)
    assert close(sigma_plus, sigma_closed(density, mass, B))
    assert close((rho_plus + rho_minus) / 2, rho_zero)
    for j in current_directions:
        change = (j @ rho_plus @ j) / (j @ rho_zero @ j) - 1
        largest_change = max(largest_change, abs(change))
        hall_field = (rho_plus - rho_minus) @ j / 2
        hall_axis = np.cross(B, j)
        assert np.max(np.abs(hall_field - expected_hall * hall_axis)) \
            < 1e-6 * field_strength * abs(expected_hall)
        if np.linalg.norm(hall_axis) > 1e-9:
            hall_results.append(hall_field @ hall_axis / (hall_axis @ hall_axis))
    # The orbit closes after one cyclotron period, and not after half of it.
    omega = cyclotron_frequency(B)
    omega_tau[name] = omega * tau
    period = 2 * np.pi / (omega * tau)
    assert close(backward_orbit(B, period)[0], np.eye(3), 1e-7)
    assert not close(backward_orbit(B, period / 2)[0], np.eye(3), 0.1)
assert largest_change < 1e-6
assert close(np.array(hall_results), np.full(len(hall_results), expected_hall))

# At imposed electric field the conductivity does fall.
sigma_z, rho_z, rho_z_reversed = saved["z"]
sigma_ratio = sigma_z[0, 0] / sigma_zero[0, 0]
assert abs(sigma_ratio * (1 + omega_tau["z"]**2) - 1) < 1e-6

# Counterexample 1: two equal valleys, turned by 90 degrees about z.
B_z = field_strength * z_axis
turn = Rotation.from_euler("z", 90, degrees=True).as_matrix()
mass_turned = turn @ mass @ turn.T


def rho_two_valleys(B):
    return np.linalg.inv(sigma_closed(density / 2, mass, B)
                         + sigma_closed(density / 2, mass_turned, B))


# Counterexample 2: one valley, tau(energy) = tau/(1 + energy/kT).
def rho_variable_tau(B):
    rotation_rate = e * inverse_mass_rel / m_e @ cross_matrix(B)
    rates = (1 + reduced_energy) / tau
    matrices = rates[:, None, None] * np.eye(3) + rotation_rate
    path = np.linalg.solve(matrices, velocity[:, :, None])[:, :, 0]
    return np.linalg.inv(e**2 * (velocity * weight[:, None]).T @ path)


def resistance_and_hall(rho_function):
    zero, plus, minus = (rho_function(s * B_z) for s in (0, 1, -1))
    hall = (plus[1, 0] - minus[1, 0]) / (2 * field_strength)
    return plus[0, 0] / zero[0, 0], hall


two_ratio, two_hall = resistance_and_hall(rho_two_valleys)
var_ratio, var_hall = resistance_and_hall(rho_variable_tau)
for ratio, hall in [(two_ratio, two_hall), (var_ratio, var_hall)]:
    assert ratio > 1.001
    assert abs(hall / expected_hall - 1) > 1e-3


def show_matrix(label, matrix):
    print(label)
    for row in matrix:
        print("  " + "  ".join(f"{value:9.4f}" for value in row))


print("principal masses (m_e):", principal_masses)
print("tilt about z, then about fixed x (degrees):", angles)
print(f"density n = {density:.4e} m^-3")
print(f"tau = {tau * 1e12:.3f} ps, T = {temperature:.1f} K")
print(f"B = {field_strength:.2f} T, j = {current_density:.2e} A/m^2 along x")
print(f"chemical potential / kT = {eta:.4f}")
show_matrix("mass tensor in lab axes (m_e):", mass_rel)
show_matrix("resistivity at B=0 (micro-ohm m):", rho_zero * 1e6)
show_matrix("resistivity, B along +z (micro-ohm m):", rho_z * 1e6)
show_matrix("conductivity at B=0 (10^6 S/m):", sigma_zero / 1e6)
show_matrix("conductivity, B along +z (10^6 S/m):", sigma_z / 1e6)
for name, value in omega_tau.items():
    print(f"omega_c tau, B along {name}: {value:.4f}")
quantum_ratio = hbar * omega_tau["z"] / tau / thermal_energy
print(f"hbar omega_c / kT, B along z: {quantum_ratio:.4f}")
print(f"sigma_xx(B)/sigma_xx(0), B along z: {sigma_ratio:.5f}")
print(f"rho_xx(B)/rho_xx(0), B along z: {rho_z[0, 0] / rho_zero[0, 0]:.6f}")
print(f"largest relative resistance change, all cases: {largest_change:.1e}")
print(f"E_x at +B: {rho_z[0, 0] * current_density:.4f} V/m")
E_y_plus = rho_z[1, 0] * current_density
E_y_minus = rho_z_reversed[1, 0] * current_density
print(f"E_y at +B: {E_y_plus:.4f} V/m")
print(f"E_y at -B: {E_y_minus:.4f} V/m")
print(f"E_y, even part: {(E_y_plus + E_y_minus) / 2:.4f} V/m")
print(f"E_y, odd part: {(E_y_plus - E_y_minus) / 2:.4f} V/m")
measured_hall = (E_y_plus - E_y_minus) / (2 * current_density * field_strength)
print(f"R_H from orbits: {measured_hall:.5e} m^3/C")
print(f"-1/(n e): {expected_hall:.5e} m^3/C = {expected_hall * 1e6:.5f} cm^3/C")
print(f"two valleys: rho_xx(B)/rho_xx(0) = {two_ratio:.4f}")
print(f"two valleys: R_H/(-1/ne) = {two_hall / expected_hall:.4f}")
print(f"energy-dependent tau: rho_xx(B)/rho_xx(0) = {var_ratio:.4f}")
print(f"energy-dependent tau: R_H/(-1/ne) = {var_hall / expected_hall:.4f}")
print("all assertions hold")
```

Output:

```
principal masses (m_e): [0.1 0.2 1. ]
tilt about z, then about fixed x (degrees): [30.0, 40.0]
density n = 1.0000e+25 m^-3
tau = 1.000 ps, T = 300.0 K
B = 4.00 T, j = 1.00e+06 A/m^2 along x
chemical potential / kT = 1.9960
mass tensor in lab axes (m_e):
     0.1250    -0.0332    -0.0278
    -0.0332     0.5159    -0.4062
    -0.0278    -0.4062     0.6591
resistivity at B=0 (micro-ohm m):
     0.4436    -0.1177    -0.0988
    -0.1177     1.8307    -1.4416
    -0.0988    -1.4416     2.3390
resistivity, B along +z (micro-ohm m):
     0.4436     2.3789    -0.0988
    -2.6143     1.8307    -1.4416
    -0.0988    -1.4416     2.3390
conductivity at B=0 (10^6 S/m):
     2.4657     0.4674     0.3922
     0.4674     1.1500     0.7285
     0.3922     0.7285     0.8931
conductivity, B along +z (10^6 S/m):
     0.1424    -0.3504    -0.2099
     0.4044     0.0664     0.0580
     0.2553     0.0261     0.4544
omega_c tau, B along z: 4.0388
omega_c tau, B along x: 1.7588
omega_c tau, B along (1,2,2)/3: 1.9132
hbar omega_c / kT, B along z: 0.1028
sigma_xx(B)/sigma_xx(0), B along z: 0.05776
rho_xx(B)/rho_xx(0), B along z: 1.000000
largest relative resistance change, all cases: 7.3e-12
E_x at +B: 0.4436 V/m
E_y at +B: -2.6143 V/m
E_y at -B: 2.3789 V/m
E_y, even part: -0.1177 V/m
E_y, odd part: -2.4966 V/m
R_H from orbits: -6.24151e-07 m^3/C
-1/(n e): -6.24151e-07 m^3/C = -0.62415 cm^3/C
two valleys: rho_xx(B)/rho_xx(0) = 1.4996
two valleys: R_H/(-1/ne) = 0.9722
energy-dependent tau: rho_xx(B)/rho_xx(0) = 1.0609
energy-dependent tau: R_H/(-1/ne) = 1.0605
all assertions hold
```
